# Why Pauli Blocking Cancels from the Net Drag on a Heavy Ion

**Q.** I picture a slow ion in a metal as an obstacle hit by electrons. Most of those collisions ought to be forbidden, because the final states are full. How do I write the drag with the exclusion principle included?

**A.** Let the ion move at constant velocity $\mathbf v=v\hat{\mathbf z}$ through independent electrons, and let its potential be central, fixed in shape and carried rigidly along. Go to the ion's rest frame, where an electron has wavevector $\mathbf k$. Its laboratory wavevector is $\mathbf k+\boldsymbol\kappa$, with $\boldsymbol\kappa=m\mathbf v/\hbar$. The occupation is therefore the Fermi function $f_0$ of a shifted argument,

$$f(\mathbf k)=f_0(|\mathbf k+\boldsymbol\kappa|).$$

In this frame the potential is static. An infinitely heavy ion takes up no recoil energy, so each collision has $|\mathbf k'|=|\mathbf k|$. An electron going from $\mathbf k$ to $\mathbf k'$ hands the ion momentum $\hbar(\mathbf k-\mathbf k')$. With blocking, the force on the ion is

$$\mathbf F=\sum_{\mathbf k,\mathbf k'}\hbar(\mathbf k-\mathbf k')\,w(\mathbf k\to\mathbf k')\,f(\mathbf k)\,[1-f(\mathbf k')].$$

The sum includes both spins, and scattering preserves spin. The drag is $R=-F_z$, a positive number.

**Q.** Then the factor $1-f(\mathbf k')$ must reduce the drag. What could undo it?

**A.** The reverse collision. A central potential gives a rate that depends on the energy and on the angle between $\mathbf k$ and $\mathbf k'$. Both are unchanged by exchanging the two states, so $w(\mathbf k\to\mathbf k')=w(\mathbf k'\to\mathbf k)=w$. The reverse event transfers the opposite momentum. Writing $f'$ for $f(\mathbf k')$, the net flow between the pair is

$$w[f(1-f')-f'(1-f)]=w[f-ff'-f'+ff']=w(f-f').$$

Take occupations 0.9 and 0.6. With blocking, the weights are $0.9\times0.4=0.36$ forward and $0.6\times0.1=0.06$ back, a net 0.30. Without blocking the net is $0.9-0.6=0.30$. Blocking removes 0.54 from each direction.

For the whole sum, the term removed by blocking is

$$\mathbf B=\sum_{\mathbf k,\mathbf k'}\hbar(\mathbf k-\mathbf k')\,w(\mathbf k\to\mathbf k')\,ff'.$$

Renaming $\mathbf k\leftrightarrow\mathbf k'$ reverses the first factor and leaves the rest unchanged, so $\mathbf B=-\mathbf B=0$. Hence

$$\mathbf F=\sum_{\mathbf k,\mathbf k'}\hbar(\mathbf k-\mathbf k')\,w(\mathbf k\to\mathbf k')\,f(\mathbf k).$$

**Q.** Is elastic scattering enough for this, or did you need the central potential?

**A.** The pairwise argument needs symmetric rates, which elasticity alone does not supply. Time reversal relates $w(\mathbf k\to\mathbf k')$ to $w(-\mathbf k'\to-\mathbf k)$. Inversion symmetry then leads to $w(\mathbf k'\to\mathbf k)$. Together the two symmetries are sufficient, though not always necessary. If the rates differ, averaging $\mathbf B$ with its renamed copy gives

$$\mathbf B=\frac12\sum_{\mathbf k,\mathbf k'}\hbar(\mathbf k-\mathbf k')\,[w(\mathbf k\to\mathbf k')-w(\mathbf k'\to\mathbf k)]\,ff',$$

which need not vanish.

For independent electrons in a prescribed potential, however, the true mean force still has no blocking factor. Let $a_k$ remove an electron from incoming channel $k$, and $b_{k'}$ from outgoing channel $k'$. One-body scattering gives $b_{k'}=\sum_k S_{k'k}a_k$, with $S$ unitary. For uncorrelated incoming occupations, $\langle a_k^\dagger a_q\rangle=f_k\delta_{kq}$, so

$$\langle b_{k'}^\dagger b_{k'}\rangle=\sum_{k,q}S_{k'k}^*S_{k'q}\langle a_k^\dagger a_q\rangle=\sum_k|S_{k'k}|^2f_k.$$

The exclusion principle is respected: unitarity gives $\sum_k|S_{k'k}|^2=1$, so the outgoing occupation is an average of numbers no larger than one. No extra factor is needed to keep it below one.

A small case separates the two rules. Take five channels with momenta $-2,-1,0,1,2$ and incoming occupations 0.9, 0.7, 0.5, 0.3, 0.2. Sum over all many-electron states, with transition probabilities from determinants of $S$. For a randomly drawn unitary $S$ with unsymmetric $|S|^2$, the electrons' momentum loss is $-1.6946$ from the determinants and $-1.6946$ from the linear rule, but $-1.7253$ from the blocked rate formula. For the symmetric matrix $SS^{\mathsf T}$ all three give $-1.6484$. So when the rates are unsymmetric, the blocked rate equation can give the wrong force, while the linear rule stays exact.

**Q.** Can I see the same thing in the force itself, without counting collisions?

**A.** Yes. If the ion is at $\mathbf X$, an electron's potential energy is $V(\mathbf r-\mathbf X)$, and the force on the ion is $-\partial V/\partial\mathbf X=+\nabla V$. This is a one-body operator. Its mean over occupied scattering states $\psi_{\mathbf k}$ is

$$\mathbf F=\sum_{\mathbf k}f(\mathbf k)\,\langle\psi_{\mathbf k}|\nabla V|\psi_{\mathbf k}\rangle,$$

linear in $f$.

One such state, with unit incident density, carries flux $\hbar k/m$. If $\sigma(\Theta)$ is the differential cross-section, each scattered electron gives up forward momentum $\hbar k(1-\cos\Theta)$, and sideways parts average to zero. The force along $\mathbf k$ is

$$\frac{\hbar k}{m}\,\hbar k\int(1-\cos\Theta)\,\sigma(\Theta)\,d\Omega=\frac{\hbar^2k^2}{m}\sigma_{\rm tr}(k).$$

**Q.** How do I get $\sigma_{\rm tr}$ from a potential?

**A.** From its phase shifts $\delta_l$. The amplitude is $k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\Theta)$, and $\sigma$ is its squared modulus. Orthogonality of the $P_l$ gives

$$\int\sigma\,d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l=\frac{4\pi}{k^2}\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1}).$$

The second form splits $2l+1$ into $(l+1)+l$ and relabels the second part. The factor $\cos\Theta$ couples neighbouring $l$, with $\int\cos\Theta\,P_lP_{l+1}\,d\Omega=4\pi(l+1)/[(2l+1)(2l+3)]$. Therefore

$$\int\sigma\cos\Theta\,d\Omega=\frac{4\pi}{k^2}\sum_l2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).$$

Now set $a=\delta_l$, $b=\delta_{l+1}$, $c=a-b$. From $\sin a-\sin b\cos c=\cos b\sin c$, squaring and adding $\sin^2b\sin^2c$ to both sides gives $\sin^2a+\sin^2b-2\sin a\sin b\cos c=\sin^2c$. Subtracting the two integrals,

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

**Q.** Without blocking, the whole Fermi sea appears to push on the ion. I thought only electrons near the Fermi surface mattered.

**A.** The whole sea enters the sum, but most of it pushes equally from all sides. In the ion frame the Fermi sphere is centred at $-\boldsymbol\kappa$. Shells with $k<k_F-\kappa$ are completely full and exert no net force. Shells with $k>k_F+\kappa$ are empty. What remains lies within $\kappa$ of $k_F$. With blocking, the full shells drop out for another reason: they contain no empty final states.

At low speed, expand the occupation to first order, with $\theta$ the angle from $\hat{\mathbf z}$:

$$f\simeq f_0(k)+\kappa\cos\theta\,\frac{df_0}{dk}.$$

The drag, using $2\int d^3k/(2\pi)^3$ for the two spins, is

$$R=-2\int\frac{d^3k}{(2\pi)^3}\frac{\hbar^2k^2\cos\theta}{m}\sigma_{\rm tr}f.$$

The isotropic part integrates to zero. The other contains $\int\cos^2\theta\,d\Omega=4\pi/3$, so

$$R=\frac{\hbar^2\kappa}{3\pi^2m}\int_0^\infty k^4\sigma_{\rm tr}(k)\left(-\frac{df_0}{dk}\right)dk.$$

At zero temperature $-df_0/dk=\delta(k-k_F)$. With $\hbar\kappa=mv$ and density $n=k_F^3/3\pi^2$,

$$R=n\,\hbar k_F\,v\,\sigma_{\rm tr}(k_F).$$

**Q.** What does this give for a 30 keV gallium ion in gallium metal, as under a focused ion beam?

**A.** Use rough inputs: mass 70 u, 50 atoms per nm³ and three valence electrons per atom, so $n=150\ \mathrm{nm^{-3}}$. Then $k_F=16.44\ \mathrm{nm^{-1}}$ and $E_F=10.29$ eV. The ion's speed is $v/v_F=0.151$ of the Fermi speed.

Represent the ion by an attractive square well of radius 0.15 nm. Its depth follows from requiring three screening electrons. In a large sphere, a phase shift $\delta_l$ adds $\delta_l/\pi$ radial levels below the Fermi energy, each holding $2(2l+1)$ electrons. This is the Friedel sum rule,

$$\frac2\pi\sum_l(2l+1)\delta_l(k_F)=3.$$

The depth is 8.23 eV. Counting the levels of such a sphere with and without the well gives 3.00 displaced electrons. The count includes two electrons in a bound s level, which travel with the ion and exert no steady force on it. The first phase shifts are 0.8003, 0.8889, 0.2201 and 0.0191 rad, so

$$\sigma_{\rm tr}\simeq\frac{4\pi}{(16.44)^2}(0.008+0.769+0.120+0.001)\simeq0.0418\ \mathrm{nm^2}.$$

The step from $l=1$ to $l=2$ supplies most of it. Since $\hbar k_Fv=2E_Fv/v_F=3.11$ eV,

$$R\simeq150\times3.11\times0.0418\simeq19.5\ \mathrm{eV/nm}.$$

Keeping the finite speed at zero temperature gives 19.2 eV/nm, 1.6% below the linear value. Direct integration over occupied initial and empty final directions gives 19.174838 eV/nm, and the unblocked phase-shift formula gives the same digits. They show the cancellation, not the accuracy of the model.

The force on the well edge is a separate test of the one-body argument. For unit incident density at $k_F$, integrating $\nabla V$ over the electron density there gives 0.8596 eV nm², equal to $\hbar^2k_F^2\sigma_{\rm tr}/m$.

**Q.** So may I forget blocking altogether?

**A.** Not for collision rates. Here the blocked rate is $2.76\times10^{15}\ \mathrm{s^{-1}}$ and the unblocked one $3.95\times10^{16}\ \mathrm{s^{-1}}$. Blocking leaves 7.0% of the collisions and all of the net force.

Nor for random kicks. For an ion at rest in equilibrium, the momentum diffusion coefficient is

$$D=\frac12\sum_{\mathbf k,\mathbf k'}\hbar^2(k_z-k'_z)^2\,w\,f(1-f').$$

The squared transfer is even under exchange, so the blocking term survives. On an elastic shell $f'=f$. Averaged over orientations, $(k_z-k'_z)^2$ becomes $|\mathbf k-\mathbf k'|^2/3=2k^2(1-\cos\Theta)/3$. Inserting the flux and the two spins,

$$D=\frac{\hbar^3}{3\pi^2m}\int_0^\infty k^5\sigma_{\rm tr}f_0(1-f_0)\,dk.$$

For the Fermi function, $f_0(1-f_0)=-k_BT\,df_0/dE=-k_BT\,(m/\hbar^2k)\,df_0/dk$. Hence

$$D=k_BT\,\frac{\hbar}{3\pi^2}\int_0^\infty k^4\sigma_{\rm tr}\left(-\frac{df_0}{dk}\right)dk=\gamma k_BT,\qquad\gamma=\frac Rv.$$

This is the balance between friction and random kicks that keeps a heavy ion at temperature $T$. At 300 K, omitting blocking makes $D$ about 230 times too large. A constant $\sigma_{\rm tr}$ would give a factor $E_F/3k_BT\simeq133$. The excess shows that this well has a larger average $\sigma_{\rm tr}$ over the sea, weighted by $k^5$, than at $k_F$.

**Q.** In the laboratory the electrons gain energy. Does that spoil the elastic argument?

**A.** No. For $|\mathbf k'|=|\mathbf k|$, the laboratory energy changes by

$$\frac{\hbar^2}{2m}\left(|\mathbf k'+\boldsymbol\kappa|^2-|\mathbf k+\boldsymbol\kappa|^2\right)=\hbar\mathbf v\cdot(\mathbf k'-\mathbf k).$$

Summed over collisions, this is $-\mathbf F\cdot\mathbf v=Rv$, the power lost by the ion. The largest single gain comes from a head-on electron at the Fermi surface that is turned back: $2mv(v_F+v)=7.2$ eV.

What can spoil the argument is energy exchanged with the ion's own motion or internal states. Forward and reverse rates can then differ, and the ion's response can correlate the electrons, so the prescribed-potential argument no longer applies. For the gallium mass, the recoil energy of an ion initially at rest is at most $3.2\times10^{-4}$ eV for an electron at $k_F$. That is about one eightieth of $k_BT$ at 300 K, so infinite mass is a good starting point here.

**Q.** Should I put 19 eV/nm into an implantation estimate?

**A.** No. It is the valence-electron drag of a crude well. With the depth refitted to three screening electrons and the other inputs held fixed, radii of 0.12 and 0.18 nm give 28 and 12 eV/nm. The Lindhard–Scharff formula, a rough estimate meant to cover all the electrons, gives about 245 eV/nm, some thirteen times the model's value. Core electrons may account for part of the gap, but this calculation does not divide it between them and the crude potential.

Collisions with host nuclei matter still more: classical scattering in a Bohr-screened potential gives about 1100 eV/nm, and the widely used universal screening function gives about 1500 eV/nm. With the Lindhard–Scharff estimate added, either value means that the ion loses roughly 5 to 6% of its initial energy per nanometre, so the constant velocity assumed here describes a short stretch of path. Temperature is minor for the drag, with $(k_BT/E_F)^2\simeq6\times10^{-6}$. Band structure, electron–electron scattering and changes of the screening with speed are left out and have not been sized.

## Calculated quantities

```
Ion energy: 30 keV; mass: 70 u
Atom density: 50 nm^-3; valence: 3
Electron density: 150 nm^-3
Temperature: 300 K; kT: 0.02585 eV
Fermi wavenumber: 16.438 nm^-1
Fermi energy: 10.294 eV
Fermi speed: 1.9029e+06 m/s
Ion speed: 2.8758e+05 m/s
Ion speed / Fermi speed: 0.1511
Frame shift m*v/hbar: 2.4841 nm^-1
Well radius: 0.15 nm; depth: 8.233 eV
Phase shift l=0: 0.8003 rad
Phase shift l=1: 0.8889 rad
Phase shift l=2: 0.2201 rad
Phase shift l=3: 0.0191 rad
Displaced electrons by level counting: 3.0005
Transport cross-section at kF: 0.04175 nm^2
One-state force, well edge: 0.859598 eV nm^2
One-state force, phase shifts: 0.859598 eV nm^2
Drag with Pauli factors: 19.174838 eV/nm
Drag without Pauli factors: 19.174838 eV/nm
Low-speed linear drag: 19.4858 eV/nm
Full drag / linear drag: 0.98404
Collision rate with blocking: 2.7562e+15 s^-1
Collision rate without blocking: 3.9483e+16 s^-1
Allowed fraction of collisions: 0.0698
Pair example occupations: 0.9, 0.6
Pair forward f1(1-f2): 0.36
Pair reverse f2(1-f1): 0.06
Pair net with blocking: 0.30
Pair net without blocking: 0.30
Channel momentum loss, symmetric (arb. units):
  determinants -1.648419; linear -1.648419; blocked -1.648419
Channel momentum loss, unsymmetric (arb. units):
  determinants -1.694629; linear -1.694629; blocked -1.725348
Diffusion/friction/kT at rest: 0.999985
Diffusion excess without blocking: 226.5 times
Maximum recoil energy from rest: 3.227e-04 eV
Maximum energy given to electron: 7.163 eV
Thermal size (kT/EF)^2: 6.31e-06
Linear drag for radius 0.12 nm: 27.97 eV/nm
Linear drag for radius 0.18 nm: 11.56 eV/nm
Bohr-screened nuclear stopping: 1126 eV/nm
Lindhard-Scharff electronic estimate: 245 eV/nm
```
